# Baym-Ziman Resistivity and Its One-Phonon Term with Umklapp for Sodium: verification in Python

```python
"""Baym-Ziman resistivity of a cubic metal and its one-phonon term for bcc sodium.

Result under test (n_i ions and n electrons per volume, screened ion potential w):
  rho = n_i m^2/(12 pi^3 hbar^3 e^2 n^2)
        * int_0^{2kF} dq q^3 |w(q)|^2 int dw/(2 pi) S(q,w) x/(exp(x)-1),
x = hbar w/(kB T), S = dynamic structure factor per ion averaged over directions.
One-phonon part, leading order in displacements:
  int dw/(2 pi) S x/(exp(x)-1) = sum_modes hbar^2 (q.e)^2/(4 M kB T sinh^2(x/2)).
Internal units are Hartree atomic units (hbar = m = e = 1).
Sodium: empty-core pseudopotential of radius rc, Lindhard response with a
local-density kernel, phonons to second order in the same pseudopotential.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from pyscf.data.elements import MASSES

pi = np.pi
BOHR = sc.physical_constants["Bohr radius"][0]
HARTREE = sc.physical_constants["Hartree energy"][0]
KELVIN = sc.k / HARTREE                      # one kelvin in hartree
THZ = HARTREE / sc.h / 1e12                  # angular frequency in a.u. -> THz
MICROHM_CM = sc.hbar * BOHR / sc.e**2 * 1e8  # a.u. of resistivity -> microohm cm
MASS_U = MASSES[11]
MASS = MASS_U * sc.atomic_mass / sc.m_e
ETA = 0.65      # Gaussian ions of this inverse width do not overlap (1/bohr)
KCUT = 3.8      # smooth cut-off of the electronic part of lattice sums (1/bohr)


def gauss01(count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return 0.5 * (nodes + 1), 0.5 * weights


def thermal_weight(x):
    return x / np.expm1(x)


# ---------------------------------------------------------------- metal model
def xc_energy(rs):
    """Exchange and Perdew-Zunger correlation energy per electron, rs >= 1."""
    exchange = -0.75 * (9 * pi / 4) ** (1 / 3) / pi / rs
    return exchange - 0.1423 / (1 + 1.0529 * np.sqrt(rs) + 0.3334 * rs)


def lattice_vectors(a):
    h = np.arange(-8, 9)
    grid = np.array(np.meshgrid(h, h, h)).reshape(3, -1).T
    keep = (grid.sum(axis=1) % 2 == 0) & ((grid**2).sum(axis=1) <= 56)
    return grid[keep] * 2 * pi / a


def madelung_energy(a, eta):
    g2 = (lattice_vectors(a) ** 2).sum(axis=1)
    g2 = g2[g2 > 1e-9]
    volume = a**3 / 2
    return (2 * pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
            - eta / np.sqrt(pi) - pi / (2 * eta**2 * volume))


def make_metal(a_angstrom, core_scale=1.0):
    a = a_angstrom * 1e-10 / BOHR
    volume = a**3 / 2
    n = 1 / volume
    kf = (3 * pi**2 * n) ** (1 / 3)
    rs = (3 / (4 * pi * n)) ** (1 / 3)
    madelung = madelung_energy(a, ETA) * rs

    def uniform_energy(r):
        return 0.3 * (9 * pi / 4) ** (2 / 3) / r**2 + xc_energy(r) + madelung / r

    step = 1e-3
    slope = (uniform_energy(rs + step) - uniform_energy(rs - step)) / (2 * step)
    # zero pressure with the first-order core energy 3 rc^2/(2 rs^3)
    rc = core_scale * np.sqrt(2 / 9 * rs**4 * slope)

    def xc_density(density):
        return density * xc_energy((3 / (4 * pi * density)) ** (1 / 3))

    dn = 1e-3 * n
    kernel = (xc_density(n + dn) - 2 * xc_density(n) + xc_density(n - dn)) / dn**2
    return SimpleNamespace(a=a, volume=volume, n=n, kf=kf, rs=rs, rc=rc,
                           kernel=kernel, madelung=madelung,
                           g=2 * pi / a, G=lattice_vectors(a))


def response(metal, k):
    """Return (4 pi/k^2)*chi and the divisor that screens an ion for electrons."""
    y = k / (2 * metal.kf)
    lindhard = 0.5 + (1 - y * y) / (4 * y) * np.log(np.abs((1 + y) / (1 - y)))
    chi0 = -metal.kf / pi**2 * lindhard
    coulomb = 4 * pi / k**2
    divisor = 1 - (coulomb + metal.kernel) * chi0
    return coulomb * chi0 / divisor, divisor


def screened_potential(metal, q):
    return -4 * pi / q**2 * np.cos(q * metal.rc) / response(metal, q)[1]


def pair_interaction(metal, k, electrons=True):
    """Fourier transform of the ion-ion interaction (smeared point ions + electrons)."""
    k2 = k * k
    total = np.exp(-k2 / (4 * ETA**2))
    if electrons:
        ratio4 = (k2 / KCUT**2) ** 2
        total = total + (np.exp(-ratio4 * ratio4) * np.cos(k * metal.rc) ** 2
                         * response(metal, k)[0])
    return 4 * pi / k2 * total


def dynamical_matrix(metal, p, electrons=True):
    G = metal.G[(metal.G**2).sum(axis=1) > 1e-9]
    phi = pair_interaction(metal, np.linalg.norm(G, axis=1), electrons)
    at_zero = (G * phi[:, None]).T @ G
    result = np.empty((len(p), 3, 3))
    for start in range(0, len(p), 300):
        k = p[start:start + 300, None, :] + metal.G[None]
        phi = pair_interaction(metal, np.sqrt((k**2).sum(axis=2)), electrons)
        result[start:start + 300] = np.matmul(
            (k * phi[..., None]).transpose(0, 2, 1), k) - at_zero
    return result / (metal.volume * MASS)


def phonons(metal, p):
    squares, vectors = np.linalg.eigh(dynamical_matrix(metal, p))
    assert squares.min() > 0, "unstable lattice"
    return np.sqrt(squares), vectors


# ------------------------------------------------- integration over scattering q
def scattering_grid(metal, n_dir, n_rad, patch=None):
    """Sphere |q| < 2kF from one cubic wedge, split at the first-zone face.

    With patch given, only directions close to [110] are covered, with nodes
    concentrated at q = 2kF along [110], where the softest umklapp phonons lie.
    """
    u, wu = gauss01(n_dir)
    if patch is None:
        s, ws, t, wt = u, wu, u, wu
    else:
        t, wt = patch * u**2, 2 * patch * u * wu
        s, ws = 1 - t, wt
    S, T = np.meshgrid(s, t, indexing="ij")
    norm = np.sqrt(1 + S**2 + (S * T) ** 2)
    direction = np.stack([1 / norm, S / norm, S * T / norm], axis=-1).reshape(-1, 3)
    solid = (48 * np.outer(ws, wt) * S / norm**3).ravel()
    face = metal.g / (direction[:, 0] + direction[:, 1])
    r, wr = gauss01(n_rad)
    low = 1e-3   # tiny inner sphere left out to avoid round-off in frequencies
    q_n = face[:, None] * (low + (1 - low) * r**3)
    w_n = face[:, None] * (1 - low) * 3 * r**2 * wr
    r, wr = gauss01(n_rad // 2)
    span = (2 * metal.kf - face)[:, None]
    if patch is None:
        q_u, w_u = face[:, None] + span * r, span * wr
    else:
        q_u, w_u = 2 * metal.kf - span * r**3, span * 3 * r**2 * wr
    q = np.hstack([q_n, q_u])
    weight = np.hstack([w_n, w_u]) * q**2 * solid[:, None]
    umklapp = np.hstack([np.zeros_like(q_n), np.ones_like(q_u)]).astype(bool).ravel()
    vectors = (direction[:, None, :] * q[..., None]).reshape(-1, 3)
    reduced = vectors - umklapp[:, None] * metal.g * np.array([1.0, 1.0, 0.0])
    omega, e = phonons(metal, reduced)
    coupling = np.einsum("na,nal->nl", vectors, e) ** 2
    q = q.ravel()
    return SimpleNamespace(q=q, weight=weight.ravel(), umklapp=umklapp, omega=omega,
                           coupling=coupling, w2=screened_potential(metal, q) ** 2)


def mean_square_displacement(metal, grid, kelvin):
    zone = ~grid.umklapp
    om = grid.omega[zone]
    modes = (1 / (2 * MASS * om * np.tanh(om / (2 * kelvin * KELVIN)))).sum(axis=1)
    return metal.volume / (2 * pi) ** 3 * np.sum(grid.weight[zone] * modes)


def resistivity(metal, grid, kelvin, debye_waller=False, classical=False):
    """Normal and umklapp parts in microohm cm."""
    T = kelvin * KELVIN
    if classical:
        factor = T / (MASS * grid.omega**2)
    else:
        factor = 1 / (4 * MASS * T * np.sinh(grid.omega / (2 * T)) ** 2)
    integrand = grid.weight * grid.q * grid.w2 * (grid.coupling * factor).sum(axis=1)
    if debye_waller:
        u2 = mean_square_displacement(metal, grid, kelvin)
        integrand = integrand * np.exp(-grid.q**2 * u2 / 3)
    scale = MICROHM_CM / (12 * pi**3 * metal.n * 4 * pi)
    return (scale * integrand[~grid.umklapp].sum(),
            scale * integrand[grid.umklapp].sum())


metal = make_metal(4.2)
kf = metal.kf

# ---- electron factor: direct integration over k versus the thermal weight
T, q = 0.001, 0.5
k_perp = np.linspace(0, 1, 200001)
for x in (1.5, -1.5):
    loss = x * T
    energy = 0.5 * (k_perp**2 + (loss / q + q / 2) ** 2) - kf**2 / 2
    occupied = 0.5 * (1 - np.tanh(energy / (2 * T)))
    empty = 0.5 * (1 + np.tanh((energy - loss) / (2 * T)))
    # the integrand vanishes at both ends, so the plain sum is the trapezoid rule
    area = np.sum(2 * pi * k_perp * occupied * empty) * (k_perp[1] - k_perp[0])
    direct = 2 / (2 * pi) ** 3 * area / q
    formula = T * thermal_weight(x) / (2 * pi**2 * q)
    assert abs(direct / formula - 1) < 1e-5
    print(f"electron factor, x = {x:+.1f}: direct/formula = {direct / formula:.6f}")

# ---- static limit S = 1: angular relaxation rate versus the q integral
t, wt = gauss01(80)
mu = 2 * t - 1
w_mu = screened_potential(metal, kf * np.sqrt(2 * (1 - mu)))
rate = metal.n * kf / (2 * pi) * np.sum(2 * wt * w_mu**2 * (1 - mu))
static_angle = rate / metal.n
q_nodes = 2 * kf * t
static_q = np.sum(2 * kf * wt * q_nodes**3 * screened_potential(metal, q_nodes) ** 2)
static_q /= 12 * pi**3 * metal.n
assert abs(static_q / static_angle - 1) < 1e-5
print(f"static limit: q integral/angular rate = {static_q / static_angle:.6f}")

# ---- one oscillator: exact matrix elements of exp(iqu) versus one-phonon weight
x, strength, size = 1.2, 1e-3, 60            # strength = hbar q^2/(2 M omega)
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
transition = np.abs(expm(1j * np.sqrt(strength) * (lower + lower.T))) ** 2
population = np.exp(-x * np.arange(size))
population /= population.sum()
exact, gain, lose = 0.0, 0.0, 0.0
for start in range(size):
    for end in range(size):
        if end != start:
            part = population[start] * transition[end, start]
            exact += part * thermal_weight(x * (end - start))
            gain += part * (end - start == 1)
            lose += part * (end - start == -1)
one_phonon = 2 * strength * x / (4 * np.sinh(x / 2) ** 2)
assert abs(exact / one_phonon - 1) < 0.01    # remainder is of order strength
assert abs(lose / gain / np.exp(-x) - 1) < 1e-8
print(f"oscillator: exact/one-phonon weight = {exact / one_phonon:.5f}")
print(f"oscillator: S(-w)/S(w) = {lose / gain:.6f}, exp(-x) = {np.exp(-x):.6f}")

# ---- quality of the variational estimate: isotropic scattering, Einstein mode
def exact_over_variational(x0):
    e = np.linspace(-40, 40, 80001)
    f = lambda y: 1 / (1 + np.exp(y))
    bose = 1 / np.expm1(x0)
    out = f(e) * (f(x0 - e) * (bose + 1) + f(-e - x0) * bose)
    drive = f(e) * f(-e)
    return drive.sum() ** 2 / (np.sum(drive**2 / out) * out.sum())


bound = {x0: exact_over_variational(x0) for x0 in (0.5, 2.0, 5.0)}
assert all(value < 1 for value in bound.values()) and bound[0.5] > 0.99
for x0, value in bound.items():
    print(f"Einstein mode x0 = {x0:.1f}: exact/variational rho = {value:.5f}")

# ---- lattice: Madelung energy, Coulomb sum rule, frozen phonons
assert abs(madelung_energy(metal.a, 0.60) / madelung_energy(metal.a, ETA) - 1) < 1e-6
probe = metal.g * np.array([[0.31, 0.17, 0.08]])
trace = np.trace(dynamical_matrix(metal, probe, electrons=False)[0])
assert abs(trace * MASS * metal.volume / (4 * pi) - 1) < 1e-5
point_n = metal.g * np.array([[0.5, 0.5, 0.0]])
omega_n, vec_n = phonons(metal, point_n)
all_k = np.vstack([metal.G[(metal.G**2).sum(axis=1) > 1e-9], metal.G + point_n])
phi_k = pair_interaction(metal, np.linalg.norm(all_k, axis=1))


def frozen_energy(shift):
    second = metal.a / 2 * np.ones(3) - shift
    structure = 0.5 * (np.exp(-1j * all_k @ shift) + np.exp(-1j * all_k @ second))
    return np.sum(phi_k * np.abs(structure) ** 2) / (2 * metal.volume)


amplitude = 0.02
frozen = []
for mode in range(3):
    rise = frozen_energy(amplitude * vec_n[0][:, mode]) - frozen_energy(np.zeros(3))
    frozen.append(np.sqrt(2 * rise / MASS) / amplitude)
assert np.allclose(frozen, omega_n[0], rtol=3e-3)

# ---- sodium
grid = scattering_grid(metal, 18, 30)
coarse = scattering_grid(metal, 14, 24)
zone_volume = grid.weight[~grid.umklapp].sum()
assert abs(zone_volume * metal.volume / (2 * pi) ** 3 - 1) < 1e-6
assert abs(grid.weight.sum() / (4 / 3 * pi * (2 * kf) ** 3) - 1) < 1e-6
g110 = np.sqrt(2) * metal.g
assert g110 > 2 * kf                         # no Bragg scattering on the sphere
for kelvin, tolerance in ((300, 2e-3), (10, 1e-2)):
    ratio = sum(resistivity(metal, coarse, kelvin)) / sum(resistivity(metal, grid, kelvin))
    assert abs(ratio - 1) < tolerance
    print(f"coarse/fine grid, rho({kelvin} K) = {ratio:.5f}")

print(f"rough lattice constant = {metal.a * BOHR * 1e10:.1f} angstrom")
print(f"atomic mass = {MASS_U:.3f} u")
print(f"rs = {metal.rs:.3f} bohr; core radius rc = {metal.rc:.3f} bohr")
print(f"Madelung energy times rs = {metal.madelung:.5f} hartree bohr")
print(f"kF = {kf:.4f} 1/bohr; 2kF = {2 * kf:.4f} 1/bohr")
print(f"|G110| = {g110:.4f} 1/bohr; |G110|-2kF = {g110 - 2 * kf:.4f} 1/bohr")
print(f"zone face along 110 = {g110 / 2:.4f} 1/bohr")
print(f"w(2kF) = {screened_potential(metal, 2 * kf * (1 - 1e-9)):.3f} hartree bohr^3")
print(f"zero of w at q = {pi / (2 * metal.rc):.4f} 1/bohr")
print("phonons at N: " + ", ".join(f"{v * THZ:.3f}" for v in omega_n[0]) + " THz")
print("frozen phonons at N: " + ", ".join(f"{v * THZ:.3f}" for v in frozen) + " THz")
share = zone_volume / grid.weight.sum()
print(f"share of the 2kF sphere inside the first zone = {share:.4f}")

print("rho in microohm cm: T(K), total, normal, umklapp, total with exp(-2W)")
for kelvin in (300, 200, 100, 50, 20, 10):
    normal, umk = resistivity(metal, grid, kelvin)
    damped = sum(resistivity(metal, grid, kelvin, debye_waller=True))
    print(f"{kelvin:4d} {normal + umk:.4e} {normal:.4e} {umk:.4e} {damped:.4e}")
normal, umk = resistivity(metal, grid, 300)
total = normal + umk
print(f"rho(300 K) = {total * 1e-8:.3e} ohm m")
print(f"umklapp share at 300 K = {umk / total:.4f}")
u2 = mean_square_displacement(metal, grid, 300)
print(f"<u^2> at 300 K = {u2:.4f} bohr^2; 2W at 2kF = {4 * kf**2 * u2 / 3:.4f}")

# ---- temperature limits
classical = sum(resistivity(metal, grid, 300, classical=True))
assert 0.95 < total / classical < 1
print(f"rho(300 K)/classical linear law = {total / classical:.4f}")
power = resistivity(metal, grid, 1.0)[0] / resistivity(metal, grid, 0.5)[0]
assert abs(power - 32) < 1.0
print(f"normal part, rho(1 K)/rho(0.5 K) = {power:.3f}; T^5 law gives {2**5}")

# umklapp part at low T: T^2 exp(-gap/T), hence local activation gap + 2 T
axis = np.array([[1.0, 1.0, 0.0]]) / np.sqrt(2)
edge_modes = phonons(metal, axis * (2 * kf * (1 - 1e-9) - g110))[0][0] / KELVIN
gap = edge_modes[0]
print("phonon energies/kB at |G110|-2kF: "
      + ", ".join(f"{v:.2f}" for v in edge_modes) + " K")
hot_spot = scattering_grid(metal, 16, 32, patch=0.15)


def activation(sample, cold, warm):
    change = resistivity(metal, sample, warm)[1] / resistivity(metal, sample, cold)[1]
    return np.log(change) / (1 / cold - 1 / warm)


local = {T: activation(hot_spot, 0.99 * T, 1.01 * T) for T in (0.5, 1.0)}
for T, value in local.items():
    print(f"umklapp activation at {T:.1f} K = {value:.2f} K; gap + 2T = {gap + 2 * T:.2f} K")
assert abs(local[0.5] - (gap + 2 * 0.5)) < 0.05 * gap
warm_activation = activation(grid, 10, 20)
print(f"umklapp activation between 10 and 20 K = {warm_activation:.1f} K")
assert warm_activation > gap

# ---- sensitivity to the two ingredients of the sodium model
for label, other in (("a = 4.3 angstrom", make_metal(4.3)),
                     ("rc reduced by 5%", make_metal(4.2, 0.95))):
    value = sum(resistivity(other, scattering_grid(other, 14, 24), 300))
    print(f"{label}: rc = {other.rc:.3f} bohr, rho(300 K) = {value:.3f} microohm cm")

print("checks complete")
```

Output:

```
electron factor, x = +1.5: direct/formula = 1.000000
electron factor, x = -1.5: direct/formula = 1.000000
static limit: q integral/angular rate = 1.000000
oscillator: exact/one-phonon weight = 0.99847
oscillator: S(-w)/S(w) = 0.301194, exp(-x) = 0.301194
Einstein mode x0 = 0.5: exact/variational rho = 0.99966
Einstein mode x0 = 2.0: exact/variational rho = 0.94413
Einstein mode x0 = 5.0: exact/variational rho = 0.58420
coarse/fine grid, rho(300 K) = 1.00000
coarse/fine grid, rho(10 K) = 0.99998
rough lattice constant = 4.2 angstrom
atomic mass = 22.990 u
rs = 3.908 bohr; core radius rc = 1.705 bohr
Madelung energy times rs = -0.89593 hartree bohr
kF = 0.4911 1/bohr; 2kF = 0.9822 1/bohr
|G110| = 1.1196 1/bohr; |G110|-2kF = 0.1374 1/bohr
zone face along 110 = 0.5598 1/bohr
w(2kF) = 1.403 hartree bohr^3
zero of w at q = 0.9214 1/bohr
phonons at N: 0.834, 2.614, 3.773 THz
frozen phonons at N: 0.834, 2.614, 3.773 THz
share of the 2kF sphere inside the first zone = 0.2500
rho in microohm cm: T(K), total, normal, umklapp, total with exp(-2W)
 300 4.0849e+00 1.8388e+00 2.2461e+00 3.5725e+00
 200 2.6571e+00 1.1942e+00 1.4629e+00 2.4268e+00
 100 1.1681e+00 5.2070e-01 6.4737e-01 1.1135e+00
  50 3.7069e-01 1.6052e-01 2.1017e-01 3.6034e-01
  20 2.5349e-02 1.0119e-02 1.5229e-02 2.4814e-02
  10 1.6807e-03 6.3187e-04 1.0489e-03 1.6438e-03
rho(300 K) = 4.085e-08 ohm m
umklapp share at 300 K = 0.5499
<u^2> at 300 K = 0.9664 bohr^2; 2W at 2kF = 0.3108
rho(300 K)/classical linear law = 0.9803
normal part, rho(1 K)/rho(0.5 K) = 32.218; T^5 law gives 32
phonon energies/kB at |G110|-2kF: 15.42, 47.43, 70.63 K
umklapp activation at 0.5 K = 16.38 K; gap + 2T = 16.42 K
umklapp activation at 1.0 K = 17.22 K; gap + 2T = 17.42 K
umklapp activation between 10 and 20 K = 53.5 K
a = 4.3 angstrom: rc = 1.760 bohr, rho(300 K) = 4.171 microohm cm
rc reduced by 5%: rc = 1.620 bohr, rho(300 K) = 7.431 microohm cm
checks complete
```
